# Does regrowth of a preamorphized layer stop transient boron diffusion?

**Question.** I want a shallow boron profile in silicon, so I amorphize the top 100 nm first and place the boron at 40 nm, well inside the amorphous layer. On heating, the layer regrows as good crystal within a small fraction of a second. The implant damage around the boron is then gone, and I would expect the boron to diffuse at its equilibrium rate from that moment on. Is that right? If not, what moves the boron, how far does it go, and would a deeper amorphous layer or a cooler anneal cure it?

**Answer.** It is not right in general. Regrowth repairs the material that was amorphous. The damage tail below the original amorphous-crystalline interface was never amorphous, and it can hold excess silicon interstitials. When these are released, many of them cross the regrown layer on their way to the surface, and boron diffuses faster wherever interstitials are in excess. How much this matters can be calculated.

**What regrowth removes**

Let $x$ be depth, with the surface at $x=0$ and the original interface at $x=a$. Let $q(y)$ be the density of releasable excess interstitials before regrowth. "Releasable" means those that will become free during the anneal; interstitials kept in stable dislocation loops are not counted. Regrowth builds the excess atoms at $y<a$ into the new crystal and leaves the rest. The surviving dose per unit area is

$$Q_>=\int_a^\infty q(y)\,dy .$$

I assume that regrowth is short compared with the release, so that few interstitials are lost before the layer is crystalline.

**How much exposure the boron receives**

Let $c(x,t)$ be the free interstitial concentration in excess of its equilibrium value $C_I^*$, and $D_I$ the interstitial diffusivity. Let the surviving interstitials be released at a relative rate $r(t)$, with $\int_0^\infty r\,dt=1$. In one dimension, without traps or vacancy recombination in the bulk,

$$\frac{\partial c}{\partial t}=D_I\frac{\partial^2c}{\partial x^2}+q(x)\,r(t),$$

where $q$ now means the part beyond $a$. The surface is taken as a perfect sink, $c(0,t)=0$, and the far back face at $x=W$ as reflecting.

The boron responds to the time integral $G(x)=\int_0^\infty c\,dt$. There is no free excess at the start, and none at the end, because the surface finally absorbs everything. The left side therefore integrates to zero, and

$$D_I\,G''(x)=-q(x),\qquad G(0)=0,\qquad G'(W)=0 .$$

One integration from $x$ to $W$ gives

$$G'(x)=\frac1{D_I}\int_x^W q(y)\,dy .$$

A second, from $0$ to $x$, gives a double integral over $s$ from $0$ to $x$ and $y$ from $s$ to $W$. If the order is exchanged, then for a given $y$ the variable $s$ runs from $0$ to the smaller of $x$ and $y$. Hence

$$G(x)=\frac1{D_I}\int_0^W q(y)\min(x,y)\,dy .$$

For boron in the regrown layer, every surviving source is deeper than the boron, so $\min(x,y)=x$ and

$$G(x)=\frac{Q_>\,x}{D_I}\qquad (x<a).$$

Neither the depth of the sources nor the release schedule $r(t)$ appears. A deeper source sends its interstitials to the boron later, but in this model they all still have to reach the surface.

For boron deeper than all the sources, $\min(x,y)=y$ and $G=\int q\,y\,dy/D_I$. That exposure is independent of the boron depth and grows with the source depth.

**How exposure becomes boron motion**

A substitutional boron atom, of concentration $C$, is kicked out by an interstitial at a rate $\nu S$, where $S=1+c/C_I^*$ is the supersaturation. The mobile boron, of concentration $m$, diffuses with diffusivity $D_m$ and returns to a lattice site at a rate $\mu$:

$$\frac{\partial C}{\partial t}=-\nu SC+\mu m,\qquad
\frac{\partial m}{\partial t}=D_m\frac{\partial^2m}{\partial x^2}+\nu SC-\mu m .$$

Adding the two equations cancels the exchange terms. If the mobile stage is brief, $m\ll C$, and if profiles vary slowly over the excursion length $\lambda=\sqrt{D_m/\mu}$, then exchange is nearly balanced and $m\simeq\nu SC/\mu$. This leaves

$$\frac{\partial C}{\partial t}=D^*\frac{\partial^2(SC)}{\partial x^2},\qquad D^*=\frac{D_m\nu}{\mu}=\nu\lambda^2 .$$

Setting $S=1$ identifies $D^*$ as the equilibrium boron diffusivity. Both factors stand inside the second derivative, because the rate of departure depends on $S$ at the starting site while the excursion itself is unbiased.

Now take moments, with $C$ normalized to one and so little boron at the surface that boundary terms vanish. Write $u=SC$. Integrating by parts,

$$\frac{d\langle x\rangle}{dt}=D^*\!\int x\,u''\,dx=-D^*\!\int u'\,dx=0,$$

$$\frac{d\langle x^2\rangle}{dt}=D^*\!\int x^2u''\,dx=2D^*\!\int u\,dx=2D^*\langle S\rangle .$$

The mean depth $x_0$ stays fixed and the variance $\sigma^2$ grows at the rate $2D^*\langle S\rangle$.

To evaluate $\langle S\rangle$, note that interstitials cross the layer much faster than they are released. Above the sources the flux to the surface is then uniform and equal to the release rate, $D_IC_I^*\,\partial S/\partial x=Q_>r(t)$. Since $S=1$ at the surface,

$$S(x,t)=1+\frac{Q_>\,r(t)}{D_IC_I^*}\,x .$$

This is linear in $x$, so its average over the boron is its value at $x_0$, even for a broad profile, as long as the boron stays above the sources. Integrating over an anneal of length $t$ gives

$$\Delta\sigma^2=2D^*t+2\kappa x_0\,f(t),\qquad
\kappa=\frac{D^*Q_>}{D_IC_I^*},\qquad f(t)=\int_0^t r\,dt' .$$

The first term is ordinary diffusion. The second is transient enhanced diffusion, and after full release, $f=1$, it vanishes for buried boron only if $Q_>=0$. The length $\kappa$ contains the product $D_IC_I^*$, not $D_I$ alone. If $D^*$ and this product are held fixed, faster interstitials each kick out more boron per second but stay for a shorter time, and the two effects cancel.

**A worked case**

The transport parameters are rough, rounded values for boron in silicon; the product $D_IC_I^*$ is the least certain of them, as discussed near the end. At 1123 K (850 °C) they are

- $D^*=1.57\times10^{-16}$ cm²/s,
- $D_I=4.18\times10^{-7}$ cm²/s,
- $D_IC_I^*=1023$ cm⁻¹ s⁻¹.

The boron is a thin marker of $10^{11}$ cm⁻² at $x_0=40$ nm with an initial rms width of 3 nm. The anneal lasts 120 s, and release is exponential, $r=e^{-t/\tau}/\tau$ with $\tau=20$ s.

For the releasable excess before regrowth I choose a Gaussian in depth, centred at 60 nm with a width parameter of 30 nm, cut off at the surface and containing $2\times10^{13}$ cm⁻². Regrowth removes the part above 100 nm, which is 90.7% of it. What survives is $Q_>=1.867\times10^{12}$ cm⁻², at a mean depth of 114 nm.

Had the whole excess been released without regrowth, the time-integrated excess at 40 nm would have been about ten times larger; regrowth removes 89.8% of it. This is slightly less than the fraction of interstitials removed, because those lying above the boron carry the smaller weight $y$ instead of $x_0$. So regrowth helps a great deal. The remaining tenth, expressed as an equivalent time at equilibrium, is

$$\frac{Q_>x_0}{D_IC_I^*}=\frac{(1.867\times10^{12})(4\times10^{-6})}{1023}\ \text{s}\simeq7300\ \text{s}.$$

The boron thus receives about two extra hours of equilibrium diffusion during a two-minute anneal. The corresponding length is

$$\kappa=\frac{(1.57\times10^{-16})(1.867\times10^{12})}{1023}\ \text{cm}\simeq2.87\times10^{-7}\ \text{cm}=2.87\ \text{nm}.$$

With $f=1-e^{-6}=0.9975$, the transient term is $2\times2.865\times40\times0.9975=228.6$ nm². Ordinary diffusion adds $2D^*t=3.8$ nm². The total gain is 232.4 nm², and with the initial 9 nm² the final rms width is $\sqrt{241.4}\simeq15.5$ nm. Without surviving interstitials it would be 3.6 nm.

For a junction the deep side matters more. The depth containing 99% of the boron starts at 47 nm. It ends at 48 nm without the surviving excess and at 82 nm with it. The last value holds for excursions much shorter than the profile width; with $\lambda$ of 3 to 6 nm the tail is longer and the depth is about 83 to 86 nm.

About 0.1 s after the start of release, the supersaturation at the boron is within 4% of its quasi-steady value

$$S=1+\frac{7300}{20}\simeq366$$

and then decays with the release. After 20 s the formula gives 135.3, and a numerical solution of the coupled time-dependent equations gives 135.7 with a time step of 0.1 s. The difference is a time-step error: the value falls toward 135.3 as the step is reduced.

**Tests of the argument**

The same numerical solution, in a domain 0.5 mm deep, gives these variance gains, with transport parameters, boron and anneal held fixed:

- surviving excess where regrowth left it: 232.1 nm²;
- the same dose moved to a plane at 250 nm: 231.8 nm²;
- original depths, but uniform release over 30 s: 232.7 nm²;
- no surviving excess: 3.8 nm².

The last case shows the cause: without the interstitials from beyond the interface, the enhancement is gone. The middle two confirm that source depth and release schedule hardly matter once release is essentially complete. Doubling both the fine grid spacing, from 0.5 to 1 nm, and the time step, from 0.1 to 0.2 s, changes the first gain by less than 0.001 nm².

The placement of $S$ in the boron equation needs a separate test. Suppose the equation were $\partial C/\partial t=D^*\partial(S\,\partial C/\partial x)/\partial x$. Then two integrations by parts give $d\langle x\rangle/dt=D^*\langle\partial S/\partial x\rangle$. With the linear $S$, the mean would move deeper by $\kappa=2.9$ nm after full release.

A random simulation of 100,000 boron atoms used the kick-out rule directly, with the rate set by $S$ at the starting site. The mean ended at 40.1 nm for both $\lambda=3$ nm and $\lambda=6$ nm. The variances were 226.7 and 227.4 nm², against $2\kappa x_0=229.2$ nm². The agreement at two values of $\lambda$ has a simple reason. An excursion of mean duration $1/\mu$ has variance $2D_m/\mu=2\lambda^2$, while the number of excursions scales as $1/\lambda^2$, so $\lambda$ cancels from the variance. The shape of the profile can still depend on it.

**Would a deeper amorphous layer help?**

It helps if it reduces $Q_>$. For a fixed damage profile, moving the interface deeper does so. But a deeper amorphous layer normally requires a different implant, which has a damage tail of its own. If that tail contains the same releasable dose, the greater depth alone changes nothing in the trap-free model after full release. Before full release it can matter. The model imposes $r(t)$, but real end-of-range defects both emit and recapture interstitials, and so tend to hold the supersaturation near them at some value $S_d$. For defects at depth $d$ the loss to the surface is then $D_IC_I^*(S_d-1)/d$, the boron sees $S-1=(S_d-1)\,x/d$, and dissolution takes a time $Q_>d/[D_IC_I^*(S_d-1)]$. For an anneal shorter than that, the transient variance is $2D^*(S_d-1)\,x_0t/d$ and falls as $1/d$. With $S_d=100$, chosen for illustration, the 120 s anneal gives about 130 nm² for $d=114$ nm and about 60 nm² for $d=250$ nm. The undissolved part remains for later heating steps.

Traps make depth matter even after full release. Suppose unsaturated traps capture interstitials so that they travel a typical length $L$ before capture. For a source of dose $Q$ at depth $d$,

$$G''-\frac{G}{L^2}=-\frac{Q}{D_I}\,\delta(x-d).$$

The solution is $A\sinh(x/L)$ above the source and $Be^{-x/L}$ below it. Continuity gives $Be^{-d/L}=A\sinh(d/L)$. The slope must drop by $Q/D_I$ across the source, so

$$\frac AL\left[\cosh\frac dL+\sinh\frac dL\right]=\frac{Q}{D_I}
\quad\Rightarrow\quad A=\frac{QL}{D_I}e^{-d/L}.$$

Relative to the trap-free value $Qx/D_I$, the exposure of boron at $x<d$ is multiplied by

$$\frac Lx\sinh\!\left(\frac xL\right)e^{-d/L}.$$

This tends to one for $L\to\infty$, as it should. Averaged over the surviving sources of the example, the factor at 40 nm is 0.89 for $L=1000$ nm and 0.33 for $L=100$ nm. With traps, a deeper source does help, through $e^{-d/L}$. Substitutional carbon can act as such a trap, as long as it is not used up.

A poor surface sink works the other way. Let the surface absorb at a rate $k\,c(0,t)$ and define $\ell=D_I/k$. All interstitials must still leave there, so $kG(0)=Q_>$ and $G(0)=Q_>\ell/D_I$. The slope is unchanged, and

$$G(x)=\frac{Q_>(x+\ell)}{D_I}.$$

For $\ell=10$ nm the exposure at 40 nm rises by the factor $50/40=1.25$.

**Would a cooler anneal help?**

It delays the release, and an anneal that ends early shows only the released fraction $f$ of the full transient variance at that temperature. The unreleased interstitials remain available for the next heating step. If the same dose is fully released, cooling makes the transient part of the variance larger in this model. With activation energies of 3.5 eV for $D^*$ and 4.9 eV for $D_IC_I^*$,

$$\kappa\propto\exp\!\left(\frac{4.9\ \text{eV}-3.5\ \text{eV}}{k_BT}\right),$$

which grows as $T$ falls. Even a small released fraction can then matter: at 923 K, $\kappa$ is about 23 times its value at 1123 K, so releasing only 4% of the dose there adds about as much variance as full release at 1123 K. For fixed $Q_>$ and $x_0$, the added rms width $\sqrt{2\kappa x_0}$ is 31 nm at 1023 K, 15 nm at 1123 K and 8 nm at 1223 K. The value at 1023 K is an estimate, because part of so broad a profile reaches the surface and the sources, where the formula no longer holds. In a real wafer the releasable fraction can itself depend on temperature, and this comparison holds it fixed. It also leaves out ordinary diffusion, which falls on cooling. At temperatures high enough for ordinary diffusion to dominate, a cooler anneal of the same length can therefore still reduce the total broadening.

**How close is this to a real wafer?**

Several approximations are good for the marker:

- Regrowth takes about 0.04 s with a rough rate for silicon, against a release time of 20 s.
- Interstitials cross the 114 nm to the surface in a time of order $d^2/D_I\simeq3\times10^{-4}$ s, short against the release time. Some first wander into the bulk, so $S$ at the boron has only about half its quasi-steady value at that time and is within 4% of it after 0.1 s; the linear $S$ is justified from then on.
- In 120 s they spread about $\sqrt{D_It}\simeq70$ µm into the bulk, so the back of a wafer several hundred micrometres thick is hardly felt.
- If vacancies and interstitials have comparable equilibrium transport products, the supply of vacancies from the surface is smaller than the interstitial flux by roughly $1/S$, or 0.3% at the start; a vacancy product ten times the interstitial product used here would make it 3%. It matters more late in the anneal, when most of the dose has gone.

The weakest inputs are $Q_>$ and $D_IC_I^*$. The first depends on the implant and on how many interstitials stay in loops, and the value here was chosen, not measured. It may well be low: amorphizing 100 nm takes roughly $10^{14}$ ions per cm² or more, each leaving about one excess atom, so with the same tail fraction the surviving dose would be five times larger at $10^{14}$ ions per cm² and fifty times larger at $10^{15}$, unless most of the excess stays in loops. At the upper end the boron would reach the surface and the sources, where the variance formula no longer holds. The second is probably too small: commonly quoted fits to diffusion data in silicon give a product roughly ten times larger at this temperature. The transient variance is proportional to $Q_>/(D_IC_I^*)$, so an error of a factor of two in either changes the added rms width by a factor $\sqrt2$, and a tenfold larger product would make that width about three times smaller.

The marker dose is far below that of a source or drain, where boron can reach about $10^{20}$ cm⁻³. Mobile boron carries interstitials too, and its share relative to free interstitials is $D^*C/(D_IC_I^*)$. With the product used here, this is 2% at the initial peak of the marker and reaches one at $6.5\times10^{18}$ cm⁻³. At $10^{20}$ cm⁻³ it is about 15. In a uniformly doped region the same total flux then needs a gradient of $S$ about 16 times smaller, which reduces the added rms width by a factor of about 4. High hole density, which can raise boron diffusivity, and boron clustering, which immobilizes part of it, are left out of that estimate. The 82 nm found above is therefore a marker result, not a prediction for a heavily doped junction.

In practice, then, placing the boron inside the amorphous layer removes the damage that was there. To limit what remains, reduce the releasable dose beyond the interface, move that dose deeper if the anneal ends before it has been released, put effective traps between it and the boron, or keep the boron shallow, since the added variance is proportional to $x_0$ when the surface is a good sink. The numerical output below gives the remaining values.

## Computed values

```
Temperature: 1123 K
Anneal time: 120 s
Release time constant: 20 s
Original interface depth: 100 nm
Boron marker depth: 40 nm
Boron marker initial rms width: 3 nm
Boron marker dose: 1e+11 cm^-2
Excess profile mean: 60 nm
Excess profile width parameter: 30 nm
Boron activation energy: 3.5 eV
D_I*C_I activation energy: 4.9 eV
Boron equilibrium diffusivity: 1.57e-16 cm2/s
Interstitial diffusivity: 4.178e-07 cm2/s
Product D_I*C_I: 1023 cm^-1 s^-1
Releasable excess before regrowth: 2e+13 cm^-2
Excess surviving beyond interface: 1.867e+12 cm^-2
Mean depth of surviving excess: 113.9 nm
Excess dose removed by regrowth: 90.67 %
Boron exposure removed: 89.79 %
Equivalent equilibrium time, full release: 7299 s
Length kappa: 2.865 nm
Released fraction at end: 0.99752
S at boron, start, quasi-steady: 365.9
S at mean source depth, upper estimate: 1041
S at boron at 20 s, formula: 135.3
S at boron at 20 s, simulation: 135.7
Variance gain, equilibrium part: 3.768 nm^2
Variance gain, transient part: 228.6 nm^2
Variance gain, total formula: 232.4 nm^2
Variance gain, simulation: 232.1 nm^2
Variance gain, source at 250 nm: 231.8 nm^2
Variance gain, uniform 30 s release: 232.7 nm^2
Variance gain, no surviving excess: 3.768 nm^2
Grid and time-step shift of gain: -0.00081 nm^2
Final rms width, surviving excess: 15.53 nm
Final rms width, no excess: 3.573 nm
Final mean depth, simulation: 40 nm
99% boron depth, initial: 47 nm
99% boron depth, no excess: 48.32 nm
99% boron depth, surviving excess: 82.34 nm
Kick-out length 3 nm: mean 40.08 nm, variance 226.7 nm^2
Kick-out length 6 nm: mean 40.10 nm, variance 227.4 nm^2
Kick-out theory variance, full release: 229.2 nm^2
Largest relative Green-function error: 2.4e-10
Added rms at 1023 K, full release: 30.7 nm
Added rms at 1223 K, full release: 8.379 nm
Added rms at 1123 K, full release: 15.14 nm
Regrowth time: 0.04364 s
Exposure factor, 10 nm surface length: 1.25
Exposure factor, 1000 nm trap length: 0.8926
Exposure factor, 100 nm trap length: 0.3309
Initial hole density / intrinsic density: 1.022
Initial peak boron/interstitial transport: 0.02041
Boron density where that ratio is one: 6.517e+18 cm^-3
Vacancy supply scale 1/S at boron, start: 0.002733
Kick-out events per atom, 3 nm length: 12.73
```
